# Cavity coupling, the potential of mean force and classical transition state theory: a program that tests the result

```python
"""
Result under test: for classical nuclei x and a classical cavity coordinate q,
  U(x,q) = V(x) + (omega_c*q - lambda*mu(x))**2 / 2,
integration over q gives a potential of mean force (PMF) V(x) + constant.
TST with a dividing surface in x alone then gives the cavity-free rate.
Also tested: the error made by dropping the self-energy lambda**2*mu**2/2,
the recrossing factor of a parabolic barrier, and the order-lambda**2 change
of the PMF when quantum electrons are allowed to respond to q.
Symbols: V potential, mu dipole, lambda coupling, omega_c cavity frequency,
m mass, kT thermal energy. Atomic units inside; the cavity mass is one.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import expm

hartree = sc.physical_constants["Hartree energy"][0]
time_unit = sc.physical_constants["atomic unit of time"][0]
bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9
to_cm = sc.physical_constants["hartree-inverse meter relationship"][0] / 100
to_kj = hartree * sc.N_A / 1000

mass, barrier, well, coupling, temperature = 2000.0, 0.01, 1.0, 0.05, 300.0
kT = sc.k * temperature / hartree
omega_0 = np.sqrt(8 * barrier / mass) / well
omega_b = np.sqrt(4 * barrier / mass) / well
omega_c = omega_0


def potential(x):
    return barrier * ((x / well)**2 - 1)**2


def dipole(x):
    return 0.5 + x - 0.2 * x**2


def surface(x, q, frequency, self_energy=True):
    value = potential(x) + 0.5 * frequency**2 * q**2
    value = value - frequency * q * coupling * dipole(x)
    if self_energy:
        value = value + 0.5 * coupling**2 * dipole(x)**2
    return value


# PMF by explicit summation on one fixed cavity grid for every x
q_grid = np.linspace(-80, 80, 1601)
dq = q_grid[1] - q_grid[0]


def mean_force_potential(x, self_energy):
    x = np.atleast_1d(x)
    energy = surface(x[:, None], q_grid[None, :], omega_c, self_energy)
    return -kT * np.log(np.exp(-energy / kT).sum(axis=1) * dq)


x_scan = np.linspace(-1.4, 1.4, 57)
pmf_constant = -0.5 * kT * np.log(2 * np.pi * kT / omega_c**2)
pmf_error = np.max(np.abs(mean_force_potential(x_scan, True)
                          - potential(x_scan) - pmf_constant))
assert pmf_error < 1e-11
expected = potential(x_scan) - 0.5 * coupling**2 * dipole(x_scan)**2
assert np.allclose(mean_force_potential(x_scan, False),
                   expected + pmf_constant, rtol=0, atol=1e-11)

# Two molecules and two modes: the joint PMF must remain a sum of potentials
mode_frequencies = np.array([omega_c, 1.7 * omega_c])
mode_couplings = np.array([0.05, 0.03])
q_pair = np.linspace(-80, 80, 401)
q_first, q_second = np.meshgrid(q_pair, q_pair, indexing="ij")
pair_constant = -0.5 * kT * np.sum(np.log(2 * np.pi * kT
                                          / mode_frequencies**2))
for x_1, x_2 in [(-1.0, -1.0), (0.0, 0.8), (0.3, -1.1), (1.0, 1.0)]:
    total_dipole = dipole(x_1) + dipole(x_2)
    bare_sum = potential(x_1) + potential(x_2)
    self_term = 0.5 * np.sum(mode_couplings**2) * total_dipole**2
    energy = bare_sum + 0.0 * q_first
    for q, w, lam in zip((q_first, q_second), mode_frequencies,
                         mode_couplings):
        energy = energy + 0.5 * w**2 * q**2 - w * q * lam * total_dipole
    for kept in (True, False):
        shifted = energy + (self_term if kept else 0.0)
        integral = np.exp(-shifted / kT).sum() * (q_pair[1] - q_pair[0])**2
        joint_pmf = -kT * np.log(integral)
        target = bare_sum + pair_constant - (0.0 if kept else self_term)
        assert abs(joint_pmf - target) < 1e-10

# TST from coordinate and momentum integrals; photon momentum factors cancel
nodes, weights = np.polynomial.legendre.leggauss(240)
x_nodes = -1.25 + 1.25 * nodes
x_weights = 1.25 * weights
p_scale = np.sqrt(mass * kT)
positive_flux = quad(lambda u: u * p_scale / mass * np.exp(-u*u/2), 0, 12)[0]
momentum_norm = quad(lambda u: np.exp(-u*u/2), -12, 12)[0]


def cavity_rate(self_energy):
    top = np.exp(-surface(0.0, q_grid, omega_c, self_energy) / kT).sum()
    reactant = np.exp(-surface(x_nodes[:, None], q_grid[None, :], omega_c,
                               self_energy) / kT).sum(axis=1)
    return positive_flux / momentum_norm * top / np.dot(x_weights, reactant)


reactant_integral = quad(lambda x: np.exp(-potential(x) / kT), -2.5, 0,
                         points=[-1.0], epsabs=1e-13, epsrel=1e-12)[0]
rate_bare = (np.sqrt(kT / (2 * np.pi * mass)) * np.exp(-potential(0.0) / kT)
             / reactant_integral)
rate_kept, rate_dropped = cavity_rate(True), cavity_rate(False)
assert abs(rate_kept / rate_bare - 1) < 1e-8
assert abs(rate_dropped / rate_bare - 1) > 0.05


# Numerical derivatives of the full surface
def derivatives(point, frequency):
    hx, hq = 1e-3, 0.1

    def f(i, j):
        return surface(point[0] + i * hx, point[1] + j * hq, frequency)

    gradient = np.array([(f(1, 0) - f(-1, 0)) / (2 * hx),
                         (f(0, 1) - f(0, -1)) / (2 * hq)])
    xx = (f(1, 0) - 2 * f(0, 0) + f(-1, 0)) / hx**2
    qq = (f(0, 1) - 2 * f(0, 0) + f(0, -1)) / hq**2
    xq = (f(1, 1) - f(1, -1) - f(-1, 1) + f(-1, -1)) / (4 * hx * hq)
    return gradient, np.array([[xx, xq], [xq, qq]])


mass_weight = np.diag([1 / np.sqrt(mass), 1.0])


def weighted_hessian(point, frequency):
    return mass_weight @ derivatives(point, frequency)[1] @ mass_weight


stationary = []
for start, x_exact in [((-0.9, -3.0), -well), ((0.1, 3.0), 0.0),
                       ((0.9, 8.0), well)]:
    point = np.array(start)
    for _ in range(25):
        gradient, hessian = derivatives(point, omega_c)
        point = point - np.linalg.solve(hessian, gradient)
    assert abs(point[0] - x_exact) < 1e-5
    assert abs(point[1] - coupling * dipole(x_exact) / omega_c) < 1e-4
    curvature = -omega_b**2 if x_exact == 0 else omega_0**2
    determinant = np.linalg.det(weighted_hessian(point, omega_c))
    assert abs(determinant / (omega_c**2 * curvature) - 1) < 1e-5
    stationary.append(point)
reactant_point, saddle_point, product_point = stationary
full_barrier = (surface(*saddle_point, omega_c)
                - surface(*reactant_point, omega_c))
assert abs(full_barrier - barrier) < 1e-9
polaritons = np.sqrt(np.linalg.eigvalsh(
    weighted_hessian(reactant_point, omega_c)))

# Harmonic TST using the unstable normal mode of the full surface
g_saddle = coupling * 1.0 / np.sqrt(mass)  # dipole slope at x=0 is one


def unstable_formula(frequency):
    b = frequency**2 - omega_b**2 + g_saddle**2
    return np.sqrt((-b + np.sqrt(b*b + 4*omega_b**2*frequency**2)) / 2)


saddle_modes = np.linalg.eigvalsh(weighted_hessian(saddle_point, omega_c))
rate_harmonic = omega_0 / (2 * np.pi) * np.exp(-barrier / kT)
rate_tilted = (np.prod(polaritons) / np.sqrt(saddle_modes[1]) / (2 * np.pi)
               * np.exp(-full_barrier / kT))
factor = unstable_formula(omega_c) / omega_b
assert abs(rate_tilted / rate_harmonic / factor - 1) < 1e-5

ratios = np.array([0.25, 0.5, 0.75, 1.0, 1.5, 2.0, 4.0])
scan_factors = []
for ratio in ratios:
    frequency = ratio * omega_0
    point = (0.0, coupling * dipole(0.0) / frequency)
    lowest = np.linalg.eigvalsh(weighted_hessian(point, frequency))[0]
    numerical = np.sqrt(-lowest) / omega_b
    assert abs(numerical - unstable_formula(frequency) / omega_b) < 1e-5
    scan_factors.append(numerical)
scan_factors = np.array(scan_factors)
assert np.all(np.diff(scan_factors) > 0) and np.all(scan_factors < 1)

# Recrossing from sampled linear trajectories started on x=0, in units kT=1
stiffness = weighted_hessian(saddle_point, omega_c) / omega_b**2
generator = np.block([[np.zeros((2, 2)), np.eye(2)],
                      [-stiffness, np.zeros((2, 2))]])
propagator = expm(generator * 12.0)
rng = np.random.default_rng(12345)
samples = 400000
velocity = rng.standard_normal(samples)
q_start = rng.standard_normal(samples) / np.sqrt(stiffness[1, 1])
p_start = rng.standard_normal(samples)
x_final = (propagator[0, 1] * q_start + propagator[0, 2] * velocity
           + propagator[0, 3] * p_start)
correction = velocity * ((x_final > 0).astype(float) - (velocity > 0))
correction *= np.sqrt(2 * np.pi)
sampled_factor = 1 + correction.mean()
sampling_error = correction.std() / np.sqrt(samples)
assert abs(sampled_factor - factor) < 4 * sampling_error
assert 1 - sampled_factor > 10 * sampling_error

# Electrons that respond to q: two fixed geometries, three levels each
levels = {"reactant": np.array([0.0, 0.30, 0.45]),
          "barrier": np.array([0.0, 0.15, 0.40])}
dipoles = {"reactant": np.array([[-0.7, 0.8, 0.3], [0.8, 0.4, 0.5],
                                 [0.3, 0.5, 0.2]]),
           "barrier": np.array([[0.5, 1.2, 0.3], [1.2, -0.4, 0.5],
                                [0.3, 0.5, 0.1]])}
field_grid = np.linspace(-0.6, 0.6, 2401)  # omega_c times q


def electronic_shift(name, lam):
    shifted = (field_grid[:, None, None] * np.eye(3)
               - lam * dipoles[name])
    matrices = np.diag(levels[name]) + 0.5 * shifted @ shifted
    ground = np.linalg.eigvalsh(matrices)[:, 0]
    integral = np.exp(-ground / kT).sum() * (field_grid[1] - field_grid[0])
    return -kT * np.log(integral / np.sqrt(2 * np.pi * kT))


def dipole_response(name):
    transition = dipoles[name][0, 1:]
    return (np.sum(transition**2),
            2 * np.sum(transition**2 / levels[name][1:]))


def shift_formula(name, lam):
    variance, polarizability = dipole_response(name)
    return 0.5 * lam**2 * (variance - polarizability * kT)


for name in levels:
    coarse = electronic_shift(name, 0.02) - shift_formula(name, 0.02)
    fine = electronic_shift(name, 0.01) - shift_formula(name, 0.01)
    assert 15 < coarse / fine < 17
electronic_change = (electronic_shift("barrier", coupling)
                     - electronic_shift("reactant", coupling))
electronic_estimate = (shift_formula("barrier", coupling)
                       - shift_formula("reactant", coupling))

print(f"mass: {mass:.0f} electron masses")
print(f"barrier E_b: {barrier:.4f} hartree = {barrier*to_kj:.3f} kJ/mol")
print(f"well position a: {well:.1f} bohr")
print(f"coupling lambda: {coupling:.3f} a.u.")
print(f"effective volume: {4*np.pi/coupling**2*bohr_nm**3:.3f} nm^3")
print(f"temperature: {temperature:.0f} K; kT: {kT:.6e} hartree")
print(f"E_b/kT: {barrier/kT:.4f}")
print(f"reactant frequency = omega_c: {omega_0*to_cm:.2f} cm^-1")
print(f"barrier frequency omega_b: {omega_b*to_cm:.2f} cm^-1")
print(f"hbar omega_c/kT: {omega_c/kT:.3f}")
for x in (-well, 0.0, well):
    print(f"dipole at x={x:+.1f} bohr: {dipole(x):+.3f} a.u.")
print(f"lower polariton at reactant: {polaritons[0]*to_cm:.2f} cm^-1")
print(f"upper polariton at reactant: {polaritons[1]*to_cm:.2f} cm^-1")
print(f"polariton splitting: {(polaritons[1]-polaritons[0])*to_cm:.2f} cm^-1")
print(f"PMF constant: {pmf_constant:.6e} hartree (q in a.u.)")
print(f"largest PMF deviation from V+constant: {pmf_error:.1e} hartree")
for kept, label in ((True, "kept"), (False, "dropped")):
    values = mean_force_potential(np.array([-well, 0.0, well]), kept)
    values = (values - values[0]) * to_kj
    print(f"self-energy {label}: W(0)-W(-a) = {values[1]:.4f} kJ/mol")
    print(f"self-energy {label}: W(a)-W(-a) = {values[2]:.4f} kJ/mol")
print(f"TST rate, no cavity: {rate_bare/time_unit:.6e} s^-1")
print(f"TST rate, self-energy kept: {rate_kept/time_unit:.6e} s^-1")
print(f"TST rate, self-energy dropped: {rate_dropped/time_unit:.6e} s^-1")
print(f"rate ratio dropped/no cavity: {rate_dropped/rate_bare:.5f}")
print(f"harmonic TST rate, surface x=0: {rate_harmonic/time_unit:.6e} s^-1")
print(f"harmonic TST rate, tilted: {rate_tilted/time_unit:.6e} s^-1")
print(f"g at the saddle: {g_saddle*to_cm:.2f} cm^-1")
print(f"unstable frequency Lambda: {factor*omega_b*to_cm:.2f} cm^-1")
print(f"Lambda/omega_b: {factor:.6f}")
print(f"sampled transmission coefficient: {sampled_factor:.6f}")
print(f"its standard error: {sampling_error:.6f}")
for ratio, value in zip(ratios, scan_factors):
    print(f"omega_c/omega_0={ratio:.2f}: Lambda/omega_b={value:.6f}")
for name in levels:
    variance, polarizability = dipole_response(name)
    print(f"electronic model, {name}: excitations (hartree) "
          f"{levels[name][1]:.2f}, {levels[name][2]:.2f}")
    print(f"  transition dipoles (a.u.): {dipoles[name][0, 1]:.2f}, "
          f"{dipoles[name][0, 2]:.2f}")
    print(f"  variance: {variance:.3f} a.u.; "
          f"polarizability: {polarizability:.3f} a.u.")
print(f"electronic barrier change, diagonalized: "
      f"{electronic_change*to_kj:.4f} kJ/mol")
print(f"electronic barrier change, order lambda^2: "
      f"{electronic_estimate*to_kj:.4f} kJ/mol")
print("done: every assertion held")
```

Running it gives:

```
mass: 2000 electron masses
barrier E_b: 0.0100 hartree = 26.255 kJ/mol
well position a: 1.0 bohr
coupling lambda: 0.050 a.u.
effective volume: 0.745 nm^3
temperature: 300 K; kT: 9.500435e-04 hartree
E_b/kT: 10.5258
reactant frequency = omega_c: 1388.08 cm^-1
barrier frequency omega_b: 981.52 cm^-1
hbar omega_c/kT: 6.657
dipole at x=-1.0 bohr: -0.700 a.u.
dipole at x=+0.0 bohr: +0.500 a.u.
dipole at x=+1.0 bohr: +1.300 a.u.
lower polariton at reactant: 1226.90 cm^-1
upper polariton at reactant: 1570.43 cm^-1
polariton splitting: 343.53 cm^-1
PMF constant: -2.377724e-03 hartree (q in a.u.)
largest PMF deviation from V+constant: 5.6e-17 hartree
self-energy kept: W(0)-W(-a) = 26.2550 kJ/mol
self-energy kept: W(a)-W(-a) = 0.0000 kJ/mol
self-energy dropped: W(0)-W(-a) = 27.0426 kJ/mol
self-energy dropped: W(a)-W(-a) = -3.9382 kJ/mol
TST rate, no cavity: 1.094533e+09 s^-1
TST rate, self-energy kept: 1.094533e+09 s^-1
TST rate, self-energy dropped: 7.758418e+08 s^-1
rate ratio dropped/no cavity: 0.70883
harmonic TST rate, surface x=0: 1.116666e+09 s^-1
harmonic TST rate, tilted: 1.105134e+09 s^-1
g at the saddle: 245.38 cm^-1
unstable frequency Lambda: 971.38 cm^-1
Lambda/omega_b: 0.989674
sampled transmission coefficient: 0.989642
its standard error: 0.000098
omega_c/omega_0=0.25: Lambda/omega_b=0.972009
omega_c/omega_0=0.50: Lambda/omega_b=0.979244
omega_c/omega_0=0.75: Lambda/omega_b=0.985416
omega_c/omega_0=1.00: Lambda/omega_b=0.989673
omega_c/omega_0=1.50: Lambda/omega_b=0.994354
omega_c/omega_0=2.00: Lambda/omega_b=0.996543
omega_c/omega_0=4.00: Lambda/omega_b=0.999054
electronic model, reactant: excitations (hartree) 0.30, 0.45
  transition dipoles (a.u.): 0.80, 0.30
  variance: 0.730 a.u.; polarizability: 4.667 a.u.
electronic model, barrier: excitations (hartree) 0.15, 0.40
  transition dipoles (a.u.): 1.20, 0.30
  variance: 1.530 a.u.; polarizability: 19.650 a.u.
electronic barrier change, diagonalized: 2.5701 kJ/mol
electronic barrier change, order lambda^2: 2.5788 kJ/mol
done: every assertion held
```
